\section*{Ring coupled-cluster amplitudes from a matrix geometric mean}

\section*{Setting}

Let $A$ and $B$ be the two blocks of the random-phase approximation (RPA) in a finite space of $n$ particle-hole pairs. The orbitals are real, so $A$ and $B$ are real symmetric $n\times n$ matrices. The diagonal of $A$ contains the orbital gaps, and $B$ creates or removes two pairs at once. With exchange included, its elements are the couplings of the reference determinant to double excitations; direct RPA keeps only their Coulomb part. With $\Omega$ the diagonal matrix of positive frequencies ($\hbar=1$), the RPA equations are
\begin{equation}
AX+BY=X\Omega,\qquad BX+AY=-Y\Omega .
\label{rpa}
\end{equation}
Define
\begin{equation}
K=A-B,\qquad M=A+B ,
\end{equation}
and assume until part (f) that both are positive definite. For the Hartree-Fock matrices with exchange, this is the stability condition of the reference within this space. In direct RPA, $K$ is the diagonal matrix of gaps and $M$ adds twice the non-negative Coulomb matrix to it, so both are positive whenever the gaps are, and they say nothing about the stability of the reference. The unit matrix is written $1$.

\section*{(a) The amplitude equation}

\textbf{Question.} Suppose that $X$ is invertible and set $T=YX^{-1}$. Which equation, free of $X$, $Y$ and $\Omega$, does $T$ obey?

\textbf{Solution.} Multiply both equations in \eqref{rpa} by $X^{-1}$ from the right:
\begin{equation}
A+BT=X\Omega X^{-1},\qquad B+AT=-Y\Omega X^{-1}.
\end{equation}
Since $Y=TX$, the second right-hand side is $-T(X\Omega X^{-1})=-T(A+BT)$. Therefore
\begin{equation}
R(T)\equiv B+AT+TA+TBT=0 .
\label{riccati}
\end{equation}
This equation is known as ring coupled-cluster doubles. The element $T_{ia,jb}$ is the amplitude for exciting the pairs $ia$ and $jb$ together. Exchanging the names of the two pairs changes nothing, so an acceptable $T$ is symmetric. Unlike the amplitudes of full coupled-cluster doubles, $T$ is in general not antisymmetric under exchange of $i$ and $j$ alone, and in a spin-orbital basis the elements $T_{ia,ia}$, which the Pauli principle forbids, need not vanish. The invertibility of $X$ is settled in part (c).

\section*{(b) Removing the linear terms}

\textbf{Question.} Rewrite \eqref{riccati} in terms of $K$, $M$ and $G=(1+T)(1-T)^{-1}$ for a real symmetric root $T$. Does the inverse exist?

\textbf{Solution.} Expand two products:
\begin{align}
(1+T)M(1+T)&=M+MT+TM+TMT,\\
(1-T)K(1-T)&=K-KT-TK+TKT .
\end{align}
Subtract them, using $M-K=2B$ and $M+K=2A$:
\begin{equation}
(1+T)M(1+T)-(1-T)K(1-T)=2B+2AT+2TA+2TBT=2R(T).
\label{factor}
\end{equation}

Suppose that $Tv=v$ with $v\neq0$ at a root. Placing \eqref{factor} between $v^{\mathsf T}$ and $v$ gives $4v^{\mathsf T}Mv=0$, because $(1-T)v=0$ and $(1+T)v=2v$. This contradicts $M>0$. In the same way $Tv=-v$ would give $4v^{\mathsf T}Kv=0$, which contradicts $K>0$. Hence $1-T$ and $1+T$ are both invertible.

Now multiply $(1+T)M(1+T)=(1-T)K(1-T)$ by $(1-T)^{-1}$ from both sides. All functions of $T$ commute, so
\begin{equation}
GMG=K .
\label{gmg}
\end{equation}
To return to $T$, write $G(1-T)=1+T$, that is, $(G+1)T=G-1$. Since $G+1=2(1-T)^{-1}$ is invertible,
\begin{equation}
T=(G-1)(G+1)^{-1},\qquad t=\frac{g-1}{g+1},\qquad g=\frac{1+t}{1-t},
\label{back}
\end{equation}
where $t$ and $g$ are eigenvalues belonging to the same eigenvector. It follows that $g>0$ is equivalent to $|t|<1$.

\section*{(c) The closed form}

\textbf{Question.} The geometric mean of two positive definite matrices is
\begin{equation}
P\#Q=P^{1/2}\left(P^{-1/2}QP^{-1/2}\right)^{1/2}P^{1/2}.
\label{mean}
\end{equation}
Show that there is one symmetric root with all $|t|<1$, and that its $G$ is $K\#M^{-1}$.

\textbf{Solution.} Let $S=M^{1/2}GM^{1/2}$. Equation \eqref{gmg} gives
\begin{equation}
S^2=M^{1/2}(GMG)M^{1/2}=M^{1/2}KM^{1/2}\equiv W .
\end{equation}
The condition $|t|<1$ means $G>0$, hence $S>0$. A positive $S$ with $S^2=W$ is unique: if $Wv=\omega^2v$ with $\omega>0$, then $(S+\omega)(S-\omega)v=0$, and since $S+\omega$ is invertible, $Sv=\omega v$. Thus $S=W^{1/2}$ and
\begin{equation}
G=M^{-1/2}\left(M^{1/2}KM^{1/2}\right)^{1/2}M^{-1/2}=M^{-1}\#K .
\label{closed}
\end{equation}
Conversely, this $G$ is positive and obeys \eqref{gmg}. Then $G+1$ is invertible, \eqref{back} defines a symmetric $T$, and \eqref{factor} gives $R(T)=0$.

The order of the arguments does not matter. Write \eqref{gmg} as $M=G^{-1}KG^{-1}$ and let $Z=K^{1/2}G^{-1}K^{1/2}>0$. Then $Z^2=K^{1/2}MK^{1/2}$, and
\begin{equation}
G=K^{1/2}Z^{-1}K^{1/2}=K^{1/2}\left(K^{1/2}MK^{1/2}\right)^{-1/2}K^{1/2}=K\#M^{-1}.
\end{equation}
Therefore
\begin{equation}
\boxed{(1+T)(1-T)^{-1}=(A-B)\,\#\,(A+B)^{-1}}
\end{equation}

This root is the $YX^{-1}$ of part (a). The sum and difference of the equations in \eqref{rpa} are
\begin{equation}
M(X+Y)=(X-Y)\Omega,\qquad K(X-Y)=(X+Y)\Omega .
\end{equation}
If $W=U\Omega^2U^{\mathsf T}$ with $U$ orthogonal, they are solved by $X+Y=M^{-1/2}U\Omega^{1/2}$ and $X-Y=M^{1/2}U\Omega^{-1/2}$, since $M(X+Y)=M^{1/2}U\Omega^{1/2}=(X-Y)\Omega$ and, with $KM^{1/2}=M^{-1/2}W$, $K(X-Y)=M^{-1/2}WU\Omega^{-1/2}=M^{-1/2}U\Omega^{3/2}=(X+Y)\Omega$. Hence $(X+Y)(X-Y)^{-1}=M^{-1/2}U\Omega U^{\mathsf T}M^{-1/2}=G$. Also $2X=(G+1)(X-Y)$, a product of invertible matrices, so $X$ is invertible.

For a single pair, $t=(\sqrt{k}-\sqrt{m})/(\sqrt{k}+\sqrt{m})$. For several pairs the shorter product $K^{1/2}M^{-1/2}$ equals $G$ if $K$ and $M$ commute. Otherwise it cannot: equality with the symmetric $G$ would require $K^{1/2}M^{-1/2}=M^{-1/2}K^{1/2}$, and then $K$ and $M$ would commute.

\section*{(d) Is this the physical root?}

\textbf{Question.} Replace $B$ by $\lambda B$ with $0\le\lambda\le1$. Which root grows out of the uncorrelated reference, and how does it start?

\textbf{Solution.} Stability holds along the whole path, since
\begin{equation}
A\pm\lambda B=\tfrac{1+\lambda}{2}(A\pm B)+\tfrac{1-\lambda}{2}(A\mp B)
\end{equation}
is a sum of a positive definite and a non-negative matrix. At $\lambda=0$, $G=A\#A^{-1}=1$ and $T=0$. By part (b), no eigenvalue of a symmetric root can equal $\pm1$ on the path. A continuous branch that starts at $T=0$ therefore keeps all $|t|<1$, and by part (c) it is the root found there. This is the meaning of ``physical'' here.

To first order, $T=\lambda T_1$ with
\begin{equation}
AT_1+T_1A=-B,\qquad (T_1)_{pq}=-\frac{B_{pq}}{a_p+a_q}
\label{first}
\end{equation}
in the eigenbasis of $A$, whose eigenvalues are $a_p$. Changing the signs of both $B$ and $T$ changes the sign of $R$ and preserves $|t|<1$. By uniqueness $T$ is odd in $\lambda$, so the first correction to \eqref{first} is cubic. This series belongs to the scaling of $B$ alone. Scaling the electron interaction at fixed orbitals also changes $A$, to $D+\lambda(A-D)$ with $D$ the diagonal matrix of gaps. For positive gaps, $(1-\lambda)D+\lambda K$ and $(1-\lambda)D+\lambda M$ stay positive, so the same root is reached at $\lambda=1$. Along that path the first-order amplitudes have the gaps in the denominator instead of the $a_p$, and $T$ in general has a term of order $\lambda^2$.

\section*{(e) Bosons, energy and the other roots}

\textbf{Question.} Treat the pair excitations as bosons with
\begin{equation}
H=\sum_{ij}A_{ij}b_i^\dagger b_j+\tfrac12\sum_{ij}B_{ij}\left(b_i^\dagger b_j^\dagger+b_ib_j\right).
\end{equation}
When is $|\Phi\rangle=\exp\bigl(\tfrac12\sum_{ij} T_{ij}b_i^\dagger b_j^\dagger\bigr)|0\rangle$ its ground state? What are the energy and the meaning of $G$? What do the other roots describe?

\textbf{Solution.} The commutator of $b_i$ with the exponent gives
\begin{equation}
b_i|\Phi\rangle=\sum_kT_{ik}b_k^\dagger|\Phi\rangle .
\label{kill}
\end{equation}
Applying a second annihilator,
\begin{equation}
b_ib_j|\Phi\rangle=\Bigl[T_{ij}+\sum_{kl}T_{jk}T_{il}b_k^\dagger b_l^\dagger\Bigr]|\Phi\rangle .
\end{equation}
Insert both in $H|\Phi\rangle$. The one-body term gives the coefficient matrix $AT$, of which the symmetric part $\tfrac12(AT+TA)$ survives. Altogether
\begin{equation}
H|\Phi\rangle=\Bigl[\tfrac12\operatorname{Tr}(BT)+\tfrac12\sum_{ij}R(T)_{ij}b_i^\dagger b_j^\dagger\Bigr]|\Phi\rangle .
\end{equation}
Thus $R(T)=0$ makes $|\Phi\rangle$ a formal eigenstate with $E=\tfrac12\operatorname{Tr}(BT)$. It must also be normalizable. Rotating the bosons to the eigenvectors of $T$ turns the norm into a product of series,
\begin{equation}
\langle\Phi|\Phi\rangle=\prod_p\sum_{m\ge0}\frac{(2m)!}{(m!)^2}\left(\frac{t_p}{2}\right)^{2m}=\prod_p(1-t_p^2)^{-1/2},
\end{equation}
which converge if and only if every $|t_p|<1$. The weight of the vacuum is $\det(1-T^2)^{1/2}$.

For the frequencies, expand and use \eqref{riccati}:
\begin{equation}
(1-T)(A+BT)=A+BT-TA-TBT=M(1+T)-R(T).
\end{equation}
At a root, $A+BT=(1-T)^{-1}(MG)(1-T)$. Since $MG=M^{1/2}SM^{-1/2}$, the matrices $A+BT$ and $S$ have the same eigenvalues, $s_p\omega_p$ with $s_p=\pm1$. Taking the trace,
\begin{equation}
E=\tfrac12\operatorname{Tr}(BT)=\tfrac12\Bigl(\sum_ps_p\omega_p-\operatorname{Tr}A\Bigr).
\label{energy}
\end{equation}
The physical root has all $s_p=+1$ and so the highest $E$ among the symmetric roots.

With $x=(b+b^\dagger)/\sqrt2$ and $p=(b-b^\dagger)/(i\sqrt2)$,
\begin{equation}
H=\tfrac12x^{\mathsf T}Mx+\tfrac12p^{\mathsf T}Kp-\tfrac12\operatorname{Tr}A .
\end{equation}
The equations of motion give $\ddot x=-KMx$, and $KM$ has the eigenvalues $\omega_p^2$ of $W$. The zero-point energy is \eqref{energy} with all signs positive, so the normalizable $|\Phi\rangle$ is the ground state. Equation \eqref{kill} becomes $[(1-T)x+(1+T)\nabla]\psi=0$, hence
\begin{equation}
\psi(x)\propto\exp\left(-\tfrac12x^{\mathsf T}G^{-1}x\right),\qquad\langle xx^{\mathsf T}\rangle=\tfrac12G .
\end{equation}
The geometric mean is twice the covariance of the zero-point motion. If $Gv=gv$, then \eqref{gmg} gives
\begin{equation}
g^2=\frac{v^{\mathsf T}Kv}{v^{\mathsf T}Mv} .
\label{ratio}
\end{equation}
A positive $v^{\mathsf T}Bv$ makes $g<1$ and $t<0$: it stiffens $x$ relative to $p$ and reduces its fluctuation.

For distinct $\omega_p$, every symmetric square root of $W$ is fixed by its signs, so there are at most $2^n$ symmetric roots. One is lost if $Gv=-v$, which by \eqref{gmg} requires $v^{\mathsf T}Bv=0$; for definite $B$ all $2^n$ exist. This count does not carry over to a closed-shell reference in a spin-orbital basis. There the triplet frequencies are degenerate, opposite signs within a degenerate level give continuous families of square roots of $W$, and $B$ is in general not definite. The uniqueness of the root with all $|t|<1$ does not depend on these conditions. Because $S=M^{1/2}GM^{1/2}$ is a congruence, the number of negative signs equals the number of negative $g$, which is the number of $|t|>1$. These roots solve the algebraic equation but give no normalizable state.

In direct RPA, $B$ is the Coulomb coupling without exchange, and $E$ is the correlation energy in a spin-orbital basis. If $B$ is antisymmetrized, the factor $\tfrac12$ counts the second-order energy twice, and another prefactor is needed. The identity for $G$ is unaffected.

\section*{(f) Where the closed form ends}

\textbf{Question.} Scale $B$ up until $K$ acquires a zero eigenvalue while $M$ stays positive definite. What happens to $T$ there and beyond?

\textbf{Solution.} From \eqref{gmg}, $(\det G)^2=\det K/\det M\to0$. By \eqref{ratio} the eigenvalues of $G$ stay bounded, so one of them tends to zero and its $t$ tends to $-1$. The norm of $|\Phi\rangle$ diverges. For one pair with $k=a-\lambda b$, $m=a+\lambda b$ and $\lambda_c=a/b$,
\begin{equation}
g=\sqrt{\frac{1-\lambda/\lambda_c}{1+\lambda/\lambda_c}},
\label{onepair}
\end{equation}
so the limit is approached as a square root.

Beyond it there is a $w$ with $w^{\mathsf T}Kw<0$. A real symmetric root would still have $1-T$ invertible, since that used $M>0$ alone, and would obey \eqref{gmg}. But $w^{\mathsf T}GMGw=(Gw)^{\mathsf T}M(Gw)\ge0$, a contradiction. No real symmetric amplitudes exist. At the same time $W$, congruent to $K$, has a negative eigenvalue $\omega^2$, and an imaginary frequency appears.

This is one of the ways to reach the limit. Changing the signs of $B$ and $T$ exchanges $K$ and $M$, so if $M$ acquires the zero eigenvalue while $K$ stays positive, a $t$ tends to $+1$ instead. The spin instability of stretched H$_2$ in Hartree-Fock theory is of this second kind when only spin-conserving pairs are kept. With spin-flip pairs included, $K$ and $M$ reach zero together, a case the argument above does not cover. In direct RPA with positive gaps and unscaled $B$, neither matrix reaches zero.

\section*{(g) Three coupled pairs}

\textbf{Question.} Evaluate the amplitudes and energy for the model (in eV, tied to no material)
\begin{equation}
A=\begin{pmatrix}5.0&0.8&0.5\\0.8&7.0&0.6\\0.5&0.6&10.0\end{pmatrix},\quad
B=\begin{pmatrix}1.5&0.9&0.4\\0.9&1.2&0.7\\0.4&0.7&1.0\end{pmatrix}.
\end{equation}

\textbf{Solution.} The lowest eigenvalues of $K$ and $M$ are 3.49 and 5.45~eV, so the reference is stable. Equation \eqref{closed} gives
\begin{equation}
G=\begin{pmatrix}0.7538&-0.0985&-0.0255\\-0.0985&0.8633&-0.0607\\-0.0255&-0.0607&0.9118\end{pmatrix}.
\end{equation}
As a check of \eqref{gmg}, the first column of $MG$ is $(4.710,\,0.441,\,0.270)^{\mathsf T}$~eV, and
\begin{equation}
(GMG)_{11}=0.7538(4.710)-0.0985(0.441)-0.0255(0.270)=3.50\ \text{eV}=K_{11}.
\end{equation}
The product $K^{1/2}M^{-1/2}$ has $-0.089$ and $-0.113$ in the positions 12 and 21, where $G$ has $-0.099$ twice. It is not symmetric and cannot replace $G$.

The lowest eigenvalue of $G$, 0.6834, gives $t=(0.6834-1)/(0.6834+1)=-0.188$. The full matrix is
\begin{equation}
T=\begin{pmatrix}-0.1440&-0.0610&-0.0172\\-0.0610&-0.0777&-0.0350\\-0.0172&-0.0350&-0.0475\end{pmatrix}.
\end{equation}
The first-order value of $T_{11}$ is $-0.1390$, smaller in magnitude by 3.5\% of the full value. The eigenvectors of \eqref{rpa}, direct iteration of \eqref{riccati} and diagonalization of $H$ with up to 20 quanta all reproduce $T$ to rounding error.

The frequencies are 4.5479, 6.8773 and 10.0454~eV, and $\operatorname{Tr}A=22$~eV. Hence
\begin{equation}
E=\tfrac12(21.4706-22)\ \text{eV}=-0.2647\ \text{eV}=-0.00973\ \text{hartree}.
\end{equation}
The vacuum keeps a weight of 0.980, so about 2\% of the boson ground state lies in excited configurations.

Here $B$ is positive definite (its leading minors are 1.5, 0.99 and 0.567 in powers of eV), and all $2^3=8$ symmetric roots appear in the numerical output. Reversing the lowest frequency lowers the energy by 4.548~eV to $-4.813$~eV, but its largest $|t|$ is 9.05. A lower energy is therefore no criterion for choosing a root.

Twelve nonsymmetric roots also appear. They come from selections of three RPA vectors that include both $(x,y)$ at $\omega$ and its partner $(y,x)$ at $-\omega$. Then $Tx=y$ and $Ty=x$, so $T(x+y)=x+y$ and $1-T$ is singular. These roots violate the pair symmetry of part (a).

When $B$ is scaled, the instability occurs at $\lambda_c=2.718$. At $0.99\lambda_c$ the lowest $t$ is $-0.862$, or $g=0.138/1.862=0.074$. The one-pair formula \eqref{onepair} is a lower bound here. With $B$ scaled by $\lambda$, \eqref{ratio} reads $g^2=(1-\lambda r)/(1+\lambda r)$ with $r=v^{\mathsf T}Bv/v^{\mathsf T}Av$. This decreases with $r$, and $r\le1/\lambda_c$ because $A-\lambda_cB$ is non-negative. The bound is $\sqrt{0.01/1.99}=0.071$, so even 1\% below the limit $t$ is still visibly above $-1$. At $1.01\lambda_c$ the spectrum contains an imaginary frequency of magnitude 0.85~eV, and by part (f) no real symmetric amplitudes exist.

\section*{Table of computed values}
\begin{verbatim}
A (eV):
      5.00    0.80    0.50
      0.80    7.00    0.60
      0.50    0.60   10.00
B (eV):
      1.50    0.90    0.40
      0.90    1.20    0.70
      0.40    0.70    1.00
K = A - B (eV):
      3.50   -0.10    0.10
     -0.10    5.80   -0.10
      0.10   -0.10    9.00
M = A + B (eV):
      6.50    1.70    0.90
      1.70    8.20    1.30
      0.90    1.30   11.00
eigenvalues of K (eV): [3.494   5.80095 9.00505]
eigenvalues of M (eV): [ 5.44796  8.32086 11.93118]
RPA frequencies (eV): [ 4.547935  6.87729  10.045356]
G, geometric mean (dimensionless):
      0.753842   -0.098516   -0.025451
     -0.098516    0.863274   -0.060655
     -0.025451   -0.060655    0.911839
eigenvalues of G: [0.683357 0.88445  0.961148]
T, closed form (dimensionless):
     -0.144032   -0.061047   -0.017166
     -0.061047   -0.077746   -0.035005
     -0.017166   -0.035005   -0.047453
eigenvalues of T: [-0.188102 -0.061317 -0.019811]
first-order T (dimensionless):
     -0.139025   -0.058413   -0.016294
     -0.058413   -0.076095   -0.034343
     -0.016294   -0.034343   -0.047125
largest |T closed - T from RPA vectors|: 7.5e-16
largest |T closed - T iterated|: 8.0e-16
largest |T closed - T boson basis|: 2.6e-15
naive product K^(1/2) M^(-1/2) (dimensionless):
      0.752608   -0.089232   -0.020936
     -0.112687    0.864407   -0.054061
     -0.035298   -0.068273    0.912814
half trace of B T: -0.264710 eV = -0.0097279 hartree
boson ground energy, up to 20 quanta: -0.264710 eV
vacuum weight det(1-T^2)^(1/2): 0.980109; boson basis: 0.980109
symmetric roots: energy (eV), largest |t|, frequencies (eV)
      -0.26471     0.1881      4.5479    6.8773   10.0454
      -4.81264     9.0549     -4.5479    6.8773   10.0454
      -7.14200    10.6301     -6.8773    4.5479   10.0454
     -10.31007    15.1331    -10.0454    4.5479    6.8773
     -11.68993    27.0503     -6.8773   -4.5479   10.0454
     -14.85800    17.9631    -10.0454   -4.5479    6.8773
     -17.18736    36.1470    -10.0454   -6.8773    4.5479
     -21.73529    50.4776    -10.0454   -6.8773   -4.5479
nonsymmetric roots found: 12
critical scale factor of B: 2.71825
lowest eigenvalue of T at 0.99 of critical scale: -0.86234
largest imaginary frequency at 1.01: 0.8536 eV
\end{verbatim}
